# Decay of a Lateral Barrier Modulation into a Semiconductor

A metal covers the plane $z=0$ and a semiconductor fills $z>0$. The barrier at the contact is not uniform: it varies along the interface, for instance because the metal or silicide has grains with different interface dipoles. The problem asks how far this variation reaches into the semiconductor, and what it does to the barrier that an electron must cross.

Let $\phi(\boldsymbol\rho,z)$ be the electrostatic potential, with $\boldsymbol\rho=(x,y)$, and let $U=-e\phi$, with $e>0$, be the potential energy of an electron. The zero of $U$ is chosen so that $U$ is the conduction-band edge measured from the Fermi level of the metal. The permittivity $\varepsilon$ is uniform and isotropic. The values $U(\boldsymbol\rho,0)$ are given and are periodic, with periods $L_x$ and $L_y$. Image force, tunnelling and atomic-scale structure are left out. Lengths are in nanometres and energies in electronvolts.

## (a) The equation for one lateral component

**Question.** The semiconductor contains no space charge. Define the lateral Fourier components of $U$ and find the equation that each obeys as a function of $z$.

**Solution.** Gauss's law reads $\nabla\cdot(\varepsilon\nabla\phi)=-\rho_c$, where $\rho_c$ is the charge density. Because $\varepsilon$ is uniform, it can be taken out of the divergence, and multiplication by $-e$ gives

$$\nabla^2U=\frac{e\rho_c}{\varepsilon}. \tag{1}$$

Without charge this is Laplace's equation, $\nabla^2U=0$.

The periodic function $U$ is expanded as

$$U(\boldsymbol\rho,z)=\sum_{\mathbf q}U_{\mathbf q}(z)\,e^{i\mathbf q\cdot\boldsymbol\rho},\qquad
U_{\mathbf q}(z)=\frac1S\int_{\rm cell}U\,e^{-i\mathbf q\cdot\boldsymbol\rho}\,d^2\rho ,$$

where $S=L_xL_y$ and $\mathbf q=(2\pi m_x/L_x,\,2\pi m_y/L_y)$ with integers $m_x,m_y$. Multiply Laplace's equation by $e^{-i\mathbf q\cdot\boldsymbol\rho}/S$ and integrate over the cell. The term with $\partial_z^2$ gives $U_{\mathbf q}''(z)$, since $U$ is smooth for $z>0$ and the derivative may be taken outside the integral. For the $x$ term, integrate by parts twice:

$$\int_0^{L_x}(\partial_x^2U)e^{-iq_xx}dx
=\Big[(\partial_xU)e^{-iq_xx}\Big]_0^{L_x}+iq_x\Big[Ue^{-iq_xx}\Big]_0^{L_x}+(iq_x)^2\int_0^{L_x}Ue^{-iq_xx}dx .$$

Both brackets vanish, because $U$, $\partial_xU$ and $e^{-iq_xx}$ have the same values at the two ends. The factor $-q_x^2$ remains. The $y$ term gives $-q_y^2$ in the same way. With $q=|\mathbf q|=\sqrt{q_x^2+q_y^2}$,

$$U_{\mathbf q}''(z)=q^2\,U_{\mathbf q}(z). \tag{2}$$

Each component obeys its own equation, so different wavevectors do not mix. Physically, a lateral curvature of the potential must be balanced by an opposite curvature along $z$.

## (b) The solution in a deep semiconductor

**Question.** The laterally varying part of $U$ stays bounded as $z\to\infty$. Find $U_{\mathbf q}(z)$ for $q>0$ and for $q=0$. Over what distance does the amplitude of a component with $q>0$ fall by a factor $1/e$?

**Solution.** Let $q>0$ and define $w=U_{\mathbf q}'+qU_{\mathbf q}$. Then, by (2), $w'=q^2U_{\mathbf q}+qU_{\mathbf q}'=qw$, so $w=w_0e^{qz}$. The definition of $w$ now gives

$$\frac{d}{dz}\left(e^{qz}U_{\mathbf q}\right)=e^{qz}w=w_0e^{2qz}.$$

Integrating, and writing $b=w_0/2q$,

$$U_{\mathbf q}(z)=a\,e^{-qz}+b\,e^{qz}. \tag{3}$$

The projection that defines $U_{\mathbf q}$ removes the lateral mean of $U$ when $q>0$. Hence $|U_{\mathbf q}|$ cannot exceed the largest magnitude of the laterally varying part, which is bounded. This requires $b=0$, and the value at the interface fixes $a$:

$$U_{\mathbf q}(z)=U_{\mathbf q}(0)\,e^{-qz},\qquad \ell=\frac1q=\frac{\lambda}{2\pi},\qquad \lambda=\frac{2\pi}{q}. \tag{4}$$

The amplitude falls by $1/e$ over the inverse magnitude of the lateral wavevector. The factor multiplying $U_{\mathbf q}(0)$ is real and positive, so the phase does not change: the minima of a single wave stay above one another at all depths. In a sum of waves the minima can shift or merge, because the short waves die out first. Neither the permittivity nor the size of the modulation enters $\ell$.

For $q=0$, equation (2) is $U_0''=0$, with the solution

$$U_0(z)=\Phi-Fz .$$

Here $\Phi$ is the mean barrier and $F$ the uniform downward slope. The mean does not decay.

It is the magnitude of the two-dimensional wavevector that counts. For a square cell of period 20 nm, the wave $(m_x,m_y)=(1,0)$ has $\ell=3.183$ nm, while $(1,1)$ has $\ell=2.251$ nm and $(2,1)$ has $\ell=1.424$ nm. A finite-difference solution in real space for a sharp-edged rectangular patch gives 3.187, 2.256 and 1.432 nm, each within one per cent of (4). The sharp edges of the patch are carried by large wavevectors and are therefore smoothed out first.

## (c) A far plane at finite depth

**Question.** Let the semiconductor end at $z=d$ on a plane of laterally constant potential. Find $U_{\mathbf q}(z)$ for $q>0$, and the condition under which (4) may still be used.

**Solution.** A constant has no component with $q>0$, so $U_{\mathbf q}(d)=0$. The two conditions on (3) are

$$a+b=U_{\mathbf q}(0),\qquad a\,e^{-qd}+b\,e^{qd}=0 .$$

The second gives $a=-b\,e^{2qd}$. Inserted in the first, this yields $b(1-e^{2qd})=U_{\mathbf q}(0)$. Since $e^{2qd}-1=2e^{qd}\sinh(qd)$,

$$b=-\frac{U_{\mathbf q}(0)\,e^{-qd}}{2\sinh(qd)},\qquad a=\frac{U_{\mathbf q}(0)\,e^{qd}}{2\sinh(qd)},$$

and therefore

$$\frac{U_{\mathbf q}(z)}{U_{\mathbf q}(0)}=\frac{e^{q(d-z)}-e^{-q(d-z)}}{2\sinh(qd)}=\frac{\sinh[q(d-z)]}{\sinh(qd)} . \tag{5}$$

The half-space result is larger than this by

$$e^{-qz}-\frac{\sinh[q(d-z)]}{\sinh(qd)}
=\frac{e^{q(d-z)}-e^{-q(d+z)}-e^{q(d-z)}+e^{-q(d-z)}}{2\sinh(qd)}
=\frac{e^{-qd}\sinh(qz)}{\sinh(qd)} .$$

At fixed $z$ the excess vanishes as $d\to\infty$, so the decaying solution in (b) is also the limit of a slab with an equipotential far plane. Dividing the excess by $e^{-qz}$, and using $2e^{qz}\sinh(qz)=e^{2qz}-1$, gives the error relative to the exponential,

$$\frac{e^{2qz}-1}{e^{2qd}-1}.$$

Since $z<d$, this is less than $e^{-2q(d-z)}$. Equation (4) may therefore be used when the far plane lies a few decay lengths beyond the depth considered; two decay lengths already bring the error below two per cent. In the opposite limit, $qd\ll1$, both hyperbolic sines may be replaced by their arguments, and (5) becomes the straight line $1-z/d$.

For $\lambda=20$ nm and $d=5.00$ nm, equation (5) gives a ratio of 0.3775 at mid-depth and the finite-difference solution gives 0.3777. The pure exponential would give 0.4559, which is clearly too large.

## (d) What charge does

**Question.** Find how (4) changes (i) for laterally uniform ionized donors of density $N$, and (ii) for mobile electrons whose density responds linearly to $U$.

**Solution.** (i) The charge density is $\rho_c=eN$, so (1) becomes $\nabla^2U=e^2N/\varepsilon$. The projection of the constant right-hand side on $e^{-i\mathbf q\cdot\boldsymbol\rho}$ is zero for $q>0$, because the exponential averages to zero over the cell. Equation (2), and with it (4), is unchanged. The mean obeys $U_0''=e^2N/\varepsilon$, so that

$$U_0(z)=\Phi-Fz+\frac{e^2N}{2\varepsilon}z^2 .$$

"Charge-free" may thus be relaxed to "free of laterally varying charge". For $N=10^{18}$ cm$^{-3}$ and a relative permittivity of 12, the curvature of the mean is $1.508\times10^{-3}$ eV/nm², while the numerical decay length for $\lambda=20$ nm remains 3.187 nm. In a real depletion layer the donors are uncovered down to an edge at some depth $W$, and mobile electrons lie beyond it. The result then applies at depths $z$ with $q(W-z)\gg1$, where what happens at the edge has little influence.

(ii) Measure $U$ from its value in the neutral semiconductor. Raising the electron energy expels electrons, so the density changes by $\delta n=-DU$ with $D>0$. The charge density is $-e\,\delta n=eDU$, and (1) gives

$$\nabla^2U=\kappa^2U,\qquad \kappa^2=\frac{e^2D}{\varepsilon}.$$

The projection of part (a) now leads to $U_{\mathbf q}''=(q^2+\kappa^2)U_{\mathbf q}$. This is (2) with $q$ replaced by $\sqrt{q^2+\kappa^2}$, so the bounded solution has the decay length

$$\ell_\kappa=\frac{1}{\sqrt{q^2+\kappa^2}} .$$

For $q\gg\kappa$ it returns to $1/q$; for $q\ll\kappa$ it is the screening length $1/\kappa$, whatever the wavelength. With $1/\kappa=3.0$ nm and $\lambda=20$ nm the formula gives 2.183 nm and the numerical solution of the same linear equation 2.187 nm, well below the charge-free 3.183 nm. The linear law applies to neutral material, not to the depleted layer at a high barrier. For non-degenerate electrons of density $n$, $D=n/k_BT$, and the law needs $|U|\ll k_BT$, which is 0.026 eV at room temperature. For a modulation of 0.10 eV the wavevectors mix, and with the Boltzmann density the amplitude of this wave falls by $1/e$ in about 2.09 nm instead.

## (e) A single patch

**Question.** Suppose that the interface is uniform except for one patch of finite size, where $U$ differs by $\Delta(\boldsymbol\rho)$. There is no charge. How does the disturbance fall off on the axis through the patch, at depths much larger than the patch?

**Solution.** The sum over wavevectors becomes an integral. With $\tilde\Delta(\mathbf q)=\int\Delta\,e^{-i\mathbf q\cdot\boldsymbol\rho}d^2\rho$, each component still decays as in (4), and at $\boldsymbol\rho=0$

$$\delta U(0,z)=\int\frac{d^2q}{(2\pi)^2}\,\tilde\Delta(\mathbf q)\,e^{-qz}.$$

The exponential restricts $q$ to values of order $1/z$. Over that range $\tilde\Delta$ hardly changes when $z$ is much larger than the patch, so it may be replaced by $\tilde\Delta(0)=\int\Delta\,d^2\rho$. With $d^2q=2\pi q\,dq$ after the angular integration,

$$\delta U(0,z)\simeq\frac{\tilde\Delta(0)}{2\pi}\int_0^\infty q\,e^{-qz}dq=\frac{1}{2\pi z^2}\int\Delta\,d^2\rho .$$

If the integral of $\Delta$ is not zero, this is a power law, although every component decays exponentially. The reason is that there is no smallest $q$, and at each depth the components with $q\lesssim1/z$ survive. If the integral is zero, the leading term vanishes and the disturbance falls off faster than $1/z^2$. In a doped contact the power law holds only at depths well short of the depletion edge $W$; near and beyond the edge the mobile electrons screen the disturbance. The exponential law belongs to a Fourier component, not to an arbitrary inhomogeneity.

## (f) The lowest pass over the barrier

**Question.** Take a single wave on a uniform slope in a charge-free semiconductor,

$$U(x,z)=\Phi-Fz+A\cos(qx)\,e^{-qz},\qquad A,F>0 .$$

What is the smallest energy with which a classical electron can pass from the metal into the semiconductor?

**Solution.** On a low-barrier line, $\cos(qx)=-1$, the potential energy is $u(z)=\Phi-Fz-Ae^{-qz}$, with

$$u'(z)=-F+qA\,e^{-qz},\qquad u''(z)=-q^2A\,e^{-qz}<0 .$$

*Case $qA>F$.* The energy first rises from $\Phi-A$. Its maximum is where $e^{-qz_s}=F/(qA)$, hence

$$z_s=\frac1q\ln\frac{qA}{F}.$$

At this depth $Ae^{-qz_s}=F/q$, and

$$U_s=\Phi-Fz_s-\frac Fq=\Phi-\frac Fq\left[1+\ln\frac{qA}{F}\right]. \tag{6}$$

The curvature along $z$ is $-q^2Ae^{-qz_s}=-qF$. Laplace's equation requires the curvature along $x$ to be $+qF$, and the mixed derivative $q^2A\sin(qx)e^{-qz}$ vanishes on the line. The point is a saddle.

That $U_s$ is the lowest pass follows from two observations. Every path into the depth of the semiconductor crosses the plane $z=z_s$, where $U\ge U_s$ because $\cos(qx)\ge-1$. The straight path along the low line never exceeds $U_s$. The low region is said to be pinched off: its higher surroundings raise the potential in front of it.

*Case $qA\le F$.* Now $u'<0$ for all $z>0$, so the energy falls from the interface onward. Every path starts at the interface, where $U\ge\Phi-A$, and the path along the low line starts at $\Phi-A$ and never rises. The lowest pass is $\Phi-A$. The two cases join continuously, since (6) gives $\Phi-F/q=\Phi-A$ at $qA=F$.

In the pinched-off case the barrier depends on the field. Differentiating (6) at fixed $A$ and $q$,

$$\frac{dU_s}{dF}=-\frac1q\left[1+\ln\frac{qA}{F}\right]+\frac1q=-z_s .$$

A steeper slope, as under reverse bias, lowers the pass even though the interface itself is unchanged.

## (g) Numbers for two wavelengths

**Question.** Let $\Phi=0.70$ eV, $A=0.10$ eV and $F=0.010$ eV/nm. Compare $\lambda=20$ nm with $\lambda=100$ nm.

**Solution.** For the short wave, $q=2\pi/20=0.3142$ nm$^{-1}$ and $\ell=3.18$ nm. The amplitude at 5 nm is $0.10\,e^{-1.571}=0.0208$ eV, and at 10 nm it is 0.0043 eV. It has fallen to one per cent of its interface value at $z=\ln(100)/q=14.7$ nm.

Since $qA=0.0314$ eV/nm exceeds $F$, there is a saddle. With $\ln(qA/F)=\ln3.142=1.145$,

$$z_s=\frac{1.145}{0.3142}=3.64\ \text{nm},\qquad
U_s=0.70-\frac{0.010}{0.3142}\,(1+1.145)=0.632\ \text{eV}.$$

The finite-difference solution puts the maximum at 3.65 nm, with the same energy to the digits given. The interface barrier is lowered by 0.10 eV in the low regions, but the pass is lowered by 0.068 eV, about two thirds of that.

For the long wave, $q=0.0628$ nm$^{-1}$ and $\ell=15.9$ nm. The amplitude is still 0.073 eV at 5 nm and 0.028 eV at 20 nm. Now $qA=0.0063$ eV/nm is smaller than $F$, so there is no saddle, and the lowest pass is $\Phi-A=0.60$ eV at the interface. The two contacts have the same range of interface barriers, but in this model their lowest passes differ by about 0.03 eV.

The image force, left out here, is not negligible on this scale. It adds $-e^2/(16\pi\varepsilon z)$ to $U$, which is $-0.03$ eV at 1 nm for a relative permittivity of 12. With this term the passes become 0.624 and 0.578 eV, and the long wave also has its maximum inside the semiconductor. The values without it show the effect of the lateral variation alone and should not be compared directly with a measured barrier.

The values without the image force hold for a slope that is constant down to the saddle. With the donor density of part (d), the slope would change by $1.508\times10^{-3}\times3.64=0.0055$ eV/nm over that distance, more than half of $F$. Equation (6) could then not be used. If the donors were uncovered at all depths, the slope of the energy on the low line would be $-F+(e^2N/\varepsilon)z+qA\,e^{-qz}$. For these numbers it is positive at every depth, so there would be no saddle on that line. In a real contact the donors are uncovered only down to the depletion edge, where the mean slope vanishes. With this $F$ and $N$ the edge would lie at $W=\varepsilon F/(e^2N)=6.6$ nm, less than one decay length beyond 3.64 nm, so the mobile electrons would also have to be included. The mean band would bend by only $FW/2=0.033$ eV, which for a barrier of 0.70 eV requires a strong forward bias.

A lower doping suits the example better. For $N=6\times10^{16}$ cm$^{-3}$ the same $F$ gives $W\approx110$ nm and a band bending of about 0.55 eV, a reasonable value without bias. The slope then changes by only 0.0003 eV/nm down to the saddle. Further values for the two waves are in the numerical output.

## Computed results

```
Mean barrier Phi = 0.70 eV, amplitude A = 0.10 eV
Uniform slope F = 0.010 eV/nm
Grid: 48 cells per side, spacing 0.4167 nm
Patch test: period 20 nm, depth 20 nm, patch 6.67 nm by 5.00 nm
  wave (1,0): q = 0.3142 1/nm, 1/q = 3.183 nm, solver 3.187 nm
  wave (1,1): q = 0.4443 1/nm, 1/q = 2.251 nm, solver 2.256 nm
  wave (2,1): q = 0.7025 1/nm, 1/q = 1.424 nm, solver 1.432 nm
Thin slab d = 5.00 nm, wave (1,0), at z = 2.50 nm:
  amplitude ratio: solver 0.3777, slab formula 0.3775
  half-space exponential 0.4559, excess 0.0785
Uniform donors 1.0e+18 cm^-3, relative permittivity 12:
  curvature of mean: formula 1.508e-03, solver 1.508e-03 eV/nm^2
  decay length of wave (1,0), solver 3.187 nm
Linear screening, screening length 3.0 nm:
  decay length: formula 2.183 nm, solver 2.187 nm
Wavelength 20 nm: q = 0.31416 1/nm, decay length 3.183 nm
  depth for 1 % of the amplitude: 14.66 nm
  amplitude at z =  1.0 nm: 73.040 meV
  amplitude at z =  5.0 nm: 20.788 meV
  amplitude at z = 10.0 nm: 4.321 meV
  amplitude at z = 20.0 nm: 0.187 meV
  q A = 0.03142 eV/nm, to compare with F = 0.01000 eV/nm
  saddle depth: formula 3.644 nm, solver 3.652 nm
  lowest pass: formula 0.6317 eV, solver 0.6317 eV
  lowering below Phi: 0.0683 eV
Wavelength 100 nm: q = 0.06283 1/nm, decay length 15.915 nm
  depth for 1 % of the amplitude: 73.29 nm
  amplitude at z =  1.0 nm: 93.910 meV
  amplitude at z =  5.0 nm: 73.040 meV
  amplitude at z = 10.0 nm: 53.349 meV
  amplitude at z = 20.0 nm: 28.461 meV
  q A = 0.00628 eV/nm, to compare with F = 0.01000 eV/nm
  no saddle; lowest pass at the interface: 0.6000 eV
```
